# Heat-capacity jump of a quartic ferroelectric at fixed field and fixed polarization: test program

```python
"""Heat-capacity jump of a quartic (second-order) ferroelectric.

Result under test, for a uniform polarization P and energy density
    f(P,T) = f0(T) + a0 (T-T0) P^2/2 + b P^4/4,    a0, b > 0:
  c_P = -T f0''              (fixed P: no anomaly at T0)
  c_E - c_P = T a0^2/(2 b)   below T0 at zero field, and 0 above T0,
so the whole jump T0 a0^2/(2 b) is the difference c_E - c_P.
E is the internal field, T the temperature, T0 the transition temperature.
Internal units: eV, nm, K, elementary charge e, volt.
Heat capacities are per volume. Material parameters are rough values in the
regime of lead germanate; strengths of neglected terms are assumptions.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar, brentq

e = const.e
kB = const.k / e                           # eV/K
eps0 = const.epsilon_0 / e * 1e-9          # e/(V nm)
uC = 1e-2 / e * 1e-18                      # 1 uC/cm2 in e/nm^2
MVcm = 0.1                                 # 1 MV/cm in V/nm
to_J = e * 1e21                            # eV/nm^3 -> J/cm^3

T0, curie, T_ref, P_ref_uC = 450.0, 1.0e4, 300.0, 5.0
atoms, theta = 60.0, 300.0                 # atoms per nm^3, Einstein temp.
P_ref = P_ref_uC * uC
a0 = 1 / (eps0 * curie)
b = a0 * (T0 - T_ref) / P_ref**2
jump = T0 * a0**2 / (2 * b)


def background(T):
    """Free energy density f0 of Einstein oscillators."""
    return 3 * atoms * kB * (theta / 2 + T * np.log(-np.expm1(-theta / T)))


def c_background(T):
    """Closed Einstein heat capacity, for comparison with differences."""
    x = theta / T
    return 3 * atoms * kB * x**2 * np.exp(x) / np.expm1(x)**2


def ordering(P, T, a2=0.0, c6=0.0):
    """Polarization part of f; a2 and c6 are optional extra terms."""
    t = T - T0
    a = a0 * t + a2 * t**2 / 2
    return a * P**2 / 2 + b * P**4 / 4 + c6 * P**6 / 6


def equilibrium(T, E=0.0, **extra):
    """Minimize the energy over P >= 0; return P and the minimum."""
    r = minimize_scalar(lambda P: ordering(P, T, **extra) - E * P,
                        bounds=(0.0, 0.8), method="bounded",
                        options={"xatol": 1e-12, "maxiter": 1000})
    return r.x, r.fun


def heat_capacity(energy, T, h):
    return -T * (energy(T + h) - 2 * energy(T) + energy(T - h)) / h**2


def c_field(T, E=0.0, h=0.25, **extra):
    return heat_capacity(
        lambda u: background(u) + equilibrium(u, E, **extra)[1], T, h)


def c_polar(T, E=0.0, h=0.25, **extra):
    P = equilibrium(T, E, **extra)[0]      # frozen while T is varied
    return heat_capacity(
        lambda u: background(u) + ordering(P, u, **extra), T, h)


def step_at_T0(func, **extra):
    """Limit from below minus limit from above, linear extrapolation."""
    low = 2 * func(T0 - 0.5, **extra) - func(T0 - 1.0, **extra)
    high = 2 * func(T0 + 0.5, **extra) - func(T0 + 1.0, **extra)
    return low - high


# --- main result ---------------------------------------------------------
table = []
for T in (300.0, 400.0, 440.0, 449.0, 451.0, 460.0):
    P, cE, cP = equilibrium(T)[0], c_field(T), c_polar(T)
    expected = T * a0**2 / (2 * b) if T < T0 else 0.0
    assert abs(cP - c_background(T)) < 1e-4 * jump
    assert abs(cE - cP - expected) < 1e-4 * jump
    table.append((T, P, cE, cP))
step_E, step_P = step_at_T0(c_field), step_at_T0(c_polar)
assert abs(step_E / jump - 1) < 1e-3
assert abs(step_P) < 1e-3 * jump

# same jump from atomic units, where 1/eps0 is 4 pi
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
a0_au = 4 * np.pi / curie
b_au = a0_au * (T0 - T_ref) / (P_ref * bohr**2)**2
jump_au = T0 * a0_au**2 / (2 * b_au)
assert abs(jump_au * hartree / bohr**3 / jump - 1) < 1e-6

# --- the extra heat is T times the entropy freed by the shrinking P ------
Tm, h = 440.0, 0.1
P_m = equilibrium(Tm)[0]
slope = (equilibrium(Tm + h)[0] - equilibrium(Tm - h)[0]) / (2 * h)
heat_order = -Tm * a0 * P_m * slope
assert abs(heat_order / (c_field(Tm) - c_polar(Tm)) - 1) < 1e-3
chi_m = 1 / (a0 * (Tm - T0) + 3 * b * P_m**2)

# --- general identity with field, curvature and sextic term --------------
a2 = -a0 / 1000.0                          # assumed curvature, per K^2
c6 = 0.1 * b / P_ref**2                    # assumed sextic strength
Tg, Eg = 430.0, 0.01 * MVcm
tg = Tg - T0
ag = a0 * tg + a2 * tg**2 / 2
Pg = brentq(lambda P: ag * P + b * P**3 + c6 * P**5 - Eg, 0.05, 0.8,
            xtol=1e-14)
chi_g = 1 / (ag + 3 * b * Pg**2 + 5 * c6 * Pg**4)
identity = Tg * chi_g * ((a0 + a2 * tg) * Pg)**2
direct = c_field(Tg, Eg, a2=a2, c6=c6) - c_polar(Tg, Eg, a2=a2, c6=c6)
assert abs(direct / identity - 1) < 1e-3

# --- curvature: c_P depends on P, yet stays continuous at T0 -------------
P_curv = equilibrium(T_ref, a2=a2)[0]
shift_cP = c_polar(T_ref, a2=a2) - c_background(T_ref)
assert abs(shift_cP / (-T_ref * a2 * P_curv**2 / 2) - 1) < 1e-3
assert abs(shift_cP) > 0.03 * jump
step_P_curv = step_at_T0(c_polar, a2=a2)
assert abs(step_P_curv) < 1e-3 * jump
assert abs(step_at_T0(c_field, a2=a2) / jump - 1) < 1e-3

# --- sextic term: same jump, smaller excess far below T0 -----------------
step_six = step_at_T0(c_field, c6=c6)
assert abs(step_six / jump - 1) < 1e-3
excess_ref = c_field(T_ref) - c_polar(T_ref)
excess_six = c_field(T_ref, c6=c6) - c_polar(T_ref, c6=c6)
a_ref = a0 * (T_ref - T0)
root = np.sqrt(b**2 - 4 * a_ref * c6)
assert abs(excess_six / (T_ref * a0**2 / (2 * root)) - 1) < 1e-3

# --- fixed MEAN polarization with domains: the jump returns --------------
P_mean = 0.5 * P_m


def domain_energy(T):
    """Best two-domain mixture (lever rule) at the given mean."""
    def mixture(x):
        up, down = x
        if up <= P_mean or down >= P_mean:
            return ordering(P_mean, T)
        w = (P_mean - down) / (up - down)
        return w * ordering(up, T) + (1 - w) * ordering(down, T)
    r = minimize(mixture, [0.1, -0.1], method="Nelder-Mead",
                 options={"xatol": 1e-10, "fatol": 1e-20, "maxiter": 1500})
    return r.fun


excess_domain = heat_capacity(domain_energy, Tm, 0.5)
assert abs(excess_domain / (Tm * a0**2 / (2 * b)) - 1) < 1e-3

# --- rounding by a field -------------------------------------------------
E_small = 0.001 * MVcm


def excess_in_field(T, E):
    return heat_capacity(lambda u: equilibrium(u, E)[1], T, 0.02)


ratio_T0 = excess_in_field(T0, E_small) / jump
ratio_T0_big = excess_in_field(T0, 10 * E_small) / jump
assert abs(ratio_T0 - 2 / 3) < 2e-3 and abs(ratio_T0_big - 2 / 3) < 2e-3
dT_half = b**(1 / 3) * (E_small / 2)**(2 / 3) / a0
T_half = T0 + dT_half
ratio_half = excess_in_field(T_half, E_small) / (T_half * a0**2 / (2 * b))
assert abs(ratio_half - 0.5) < 2e-3

# --- Gaussian dipolar fluctuations above T0 ------------------------------
xi0, eps_b = 0.5, 20.0                     # assumed length (nm), permittivity
g = a0 * T0 * xi0**2
dipolar = 1 / (eps0 * eps_b)
nodes, weights = np.polynomial.legendre.leggauss(600)
unit, w_unit = (nodes + 1) / 2, weights / 2


def mode_sum(func, t, cutoff):
    """Integral over d^3q/(2 pi)^3 of func(stiffness), |q| < cutoff."""
    q = cutoff * unit[:, None]
    A = a0 * t + g * q**2 + dipolar * unit[None, :]**2
    w = (cutoff * w_unit)[:, None] * w_unit[None, :]
    return np.sum(w * q**2 * func(A)) / (2 * np.pi**2)


def c_fluct(t, cutoff):
    return kB * T0**2 * a0**2 / 2 * mode_sum(lambda A: A**-2, t, cutoff)


hf = 0.05
logs = [kB * T0 / 2 * mode_sum(np.log, 5.0 + s * hf, 3.0) for s in (-1, 0, 1)]
c_from_log = -T0 * (logs[0] - 2 * logs[1] + logs[2]) / hf**2
assert abs(c_from_log / c_fluct(5.0, 3.0) - 1) < 1e-3
growth = {k: c_fluct(1.0, k) - c_fluct(50.0, k) for k in (3.0, 6.0)}

# --- output --------------------------------------------------------------
m = 1e3                                    # eV -> meV
u = "meV/(K nm3)"
print(f"Transition temperature T0: {T0:.0f} K; Curie constant: {curie:.0f} K")
print(f"Spontaneous P at {T_ref:.0f} K (input): {P_ref_uC:.1f} uC/cm2")
print(f"Background: {atoms:.0f} atoms/nm3, Einstein temp. {theta:.0f} K")
print(f"a0: {a0 * uC / MVcm:.4e} (MV/cm)/(uC/cm2)/K")
print(f"b: {b * uC**3 / MVcm:.4e} (MV/cm)/(uC/cm2)^3")
print(f"Jump from formula: {jump * m:.4f} {u}")
print(f"Jump from formula, converted: {jump * to_J:.4f} J/(cm3 K)")
print(f"Jump of c_E by minimization: {step_E * m:.4f} {u}")
print(f"Jump of c_P by differences: {abs(step_P) * m:.4f} {u} (magnitude)")
print(f"Background heat capacity at T0: {c_background(T0) * m:.4f} {u}")
print(f"Jump / background at T0: {100 * jump / c_background(T0):.2f} %")
print(f"Table: T (K), P (uC/cm2), c_E, c_P, c_E-c_P ({u})")
for T, P, cE, cP in table:
    print(f"  {T:.0f}  {P / uC:.3f}  {cE * m:.4f}  {cP * m:.4f}"
          f"  {abs(cE - cP) * m:.4f}")
print(f"At {Tm:.0f} K: dP/dT = {slope / uC:.5f} uC/(cm2 K)")
print(f"At {Tm:.0f} K: chi = {chi_m * MVcm / uC:.3f} (uC/cm2)/(MV/cm)")
print(f"At {Tm:.0f} K: -T a0 P dP/dT = {heat_order * m:.4f} {u}")
print(f"General identity, {Tg:.0f} K, {Eg / MVcm:.3f} MV/cm, both extra terms:")
print(f"  direct {direct * m:.4f}, formula {identity * m:.4f} {u}")
print(f"Domains, mean P {P_mean / uC:.3f} uC/cm2, {Tm:.0f} K:")
print(f"  excess heat capacity {excess_domain * m:.4f} {u}")
print(f"Excess/jump at T0 in {E_small / MVcm:.3f} MV/cm: {ratio_T0:.4f}")
print(f"Excess/jump at T0 in {10*E_small / MVcm:.3f} MV/cm: {ratio_T0_big:.4f}")
print(f"Half-height shift in {E_small / MVcm:.3f} MV/cm: {dT_half:.3f} K")
print(f"Excess/(T a0^2/2b) at that temperature: {ratio_half:.4f}")
print(f"Assumed curvature a2/a0: {a2 / a0:.4f} 1/K")
print(f"  c_P shift at {T_ref:.0f} K: {shift_cP * m:.4f} {u}")
print(f"  c_P shift / jump: {100 * shift_cP / jump:.1f} %")
print(f"  c_P jump at T0: {abs(step_P_curv) * m:.4f} {u} (magnitude)")
print(f"Assumed sextic ratio c6 P^2/b at 5 uC/cm2: {c6 * P_ref**2 / b:.2f}")
print(f"  excess at {T_ref:.0f} K without, with: {excess_ref * m:.4f},"
      f" {excess_six * m:.4f} {u}")
print(f"  change of excess: {100 * (excess_six / excess_ref - 1):.1f} %")
print(f"  c_E jump at T0 with sextic: {step_six * m:.4f} {u}")
print(f"Fluctuations: assumed length {xi0:.1f} nm, permittivity {eps_b:.0f}")
for k, val in growth.items():
    print(f"  growth from T0+50 K to T0+1 K, cutoff {k:.0f}/nm: "
          f"{val * m:.4f} {u}, {100 * val / jump:.1f} % of jump")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Transition temperature T0: 450 K; Curie constant: 10000 K
Spontaneous P at 300 K (input): 5.0 uC/cm2
Background: 60 atoms/nm3, Einstein temp. 300 K
a0: 1.1294e-03 (MV/cm)/(uC/cm2)/K
b: 6.7765e-03 (MV/cm)/(uC/cm2)^3
Jump from formula: 0.2643 meV/(K nm3)
Jump from formula, converted: 0.0424 J/(cm3 K)
Jump of c_E by minimization: 0.2643 meV/(K nm3)
Jump of c_P by differences: 0.0000 meV/(K nm3) (magnitude)
Background heat capacity at T0: 14.9493 meV/(K nm3)
Jump / background at T0: 1.77 %
Table: T (K), P (uC/cm2), c_E, c_P, c_E-c_P (meV/(K nm3))
  300  5.000  14.4570  14.2808  0.1762
  400  2.887  15.0391  14.8041  0.2350
  440  1.291  15.1825  14.9240  0.2585
  449  0.408  15.2106  14.9468  0.2638
  451  0.000  14.9517  14.9517  0.0000
  460  0.000  14.9729  14.9729  0.0000
At 440 K: dP/dT = -0.06455 uC/(cm2 K)
At 440 K: chi = 44.271 (uC/cm2)/(MV/cm)
At 440 K: -T a0 P dP/dT = 0.2585 meV/(K nm3)
General identity, 430 K, 0.010 MV/cm, both extra terms:
  direct 0.2340, formula 0.2340 meV/(K nm3)
Domains, mean P 0.645 uC/cm2, 440 K:
  excess heat capacity 0.2585 meV/(K nm3)
Excess/jump at T0 in 0.001 MV/cm: 0.6667
Excess/jump at T0 in 0.010 MV/cm: 0.6667
Half-height shift in 0.001 MV/cm: 1.056 K
Excess/(T a0^2/2b) at that temperature: 0.5000
Assumed curvature a2/a0: -0.0010 1/K
  c_P shift at 300 K: 0.0284 meV/(K nm3)
  c_P shift / jump: 10.8 %
  c_P jump at T0: 0.0000 meV/(K nm3) (magnitude)
Assumed sextic ratio c6 P^2/b at 5 uC/cm2: 0.10
  excess at 300 K without, with: 0.1762, 0.1489 meV/(K nm3)
  change of excess: -15.5 %
  c_E jump at T0 with sextic: 0.2643 meV/(K nm3)
Fluctuations: assumed length 0.5 nm, permittivity 20
  growth from T0+50 K to T0+1 K, cutoff 3/nm: 0.0249 meV/(K nm3), 9.4 % of jump
  growth from T0+50 K to T0+1 K, cutoff 6/nm: 0.0251 meV/(K nm3), 9.5 % of jump
ALL CHECKS PASSED
```
